Coherence between phonon bands in the Wigner heat conductivity

**Q:** The usual phonon picture gives each mode a heat capacity, a speed and a lifetime, and adds up the modes. I see no room in it for another contribution. What has been left out?

**A:** That picture keeps the number of phonons in each band but drops the phase relations between bands at the same wavevector. To see whether they carry heat, start before any bands are chosen. Let x be the displacements multiplied by the square roots of the masses, p their momenta, and D the mass-scaled force-constant matrix. With Ω = √D, define

a = (Ω^{1/2} x + i Ω^{−1/2} p)/√(2ħ).

The uniform translations, for which Ω = 0, are excluded. From [x_i, p_j] = iħδ_ij, the two cross terms in [a_i, a_j†] each give ½δ_ij, so these are boson operators. The harmonic equations are dx/dt = p and dp/dt = −Ω²x. Hence

da/dt = (Ω^{1/2} p − i Ω^{3/2} x)/√(2ħ) = −iΩa,

and the energy is ħa†Ωa plus a constant.

**Q:** That is still a statement about the whole crystal. Where does a local phonon distribution come from?

**A:** From correlations between neighbouring wavevectors. Let a_b(q) be the Fourier transform of a for atom b of the cell, with phase exp[−iq·(R+τ_b)], where R+τ_b is the true atomic position. For a disturbance of wavevector k along x, define

ρ_bc = ⟨a_c†(q−k/2) a_b(q+k/2)⟩.

Subscripts + and − denote matrices at q+k/2 and q−k/2. The factor a_b brings −iΩ₊ from the left, and the conjugated factor brings +iΩ₋ from the right:

dρ/dt = −i(Ω₊ρ − ρΩ₋).

Now let v = ∂Ω/∂q_x, so that Ω± = Ω ± (k/2)v + O(k²). To first order in k,

dρ/dt = −i[Ω,ρ] − (ik/2)(vρ + ρv).

Summing over k with weight exp(ikx) turns ρ into the Wigner matrix N(x,q), and ik into ∂_x:

∂N/∂t = −i[Ω,N] − ½{v, ∂_xN}.

In the mode basis the diagonal elements of N are populations and the off-diagonal elements are coherences. Correlations of type ⟨aa⟩ are assumed to be negligible.

**Q:** Nothing decays in this equation. Why should a coherence have a lifetime fixed by the two populations?

**A:** This is where an assumption enters. If the population of mode s decays at rate Γ_s, its amplitude decays at Γ_s/2. A coherence is a product of two amplitudes, so it decays at

γ = (Γ_s + Γ_s')/2,

provided that collisions do not feed it from other modes. With Γ diagonal in the mode basis, the right-hand side gains

−½{Γ, N − N_eq},  N_eq = [exp(ħΩ/k_BT(x)) − 1]⁻¹.

This is a relaxation-time approximation. Γ_s is the full linewidth in angular frequency, and the phonon must be well defined, Γ_s < ω_s. In a first-principles calculation, D comes from computed harmonic forces and Γ from anharmonic forces and other scattering.

**Q:** Then solve it. Does a steady temperature gradient create coherences at all?

**A:** It does whenever v has off-diagonal elements. Write N = N_eq + n and keep first order in the gradient. N_eq commutes with Ω, so

i[Ω,n] + ½{v, ∂N_eq/∂T} ∂_xT = −½{Γ,n}.

Let F_s = ∂N_s/∂T = C_s/(ħω_s), where C_s is the heat capacity of the mode, and let Δ = ω_s − ω_s'. The commutator has elements Δn_ss', and the anticommutator with v has elements v_ss'(F_s+F_s'). Thus

n_ss' = −½ v_ss'(F_s+F_s') ∂_xT/(γ+iΔ).

**Q:** An off-diagonal element is not yet a heat current. You could obtain any answer by choosing a convenient flux operator.

**A:** The flux has to follow from energy continuity. Take the energy density at wavevector k as

ε = (ħ/V) Σ_q Tr[½(Ω₊+Ω₋)ρ],

where V is the cell volume times the number of q points. The motion without collisions gives

dε/dt = −(iħ/2V) Σ_q Tr[(Ω₊+Ω₋)(Ω₊ρ − ρΩ₋)].

The product has four terms:

Tr(Ω₊²ρ) − Tr(Ω₊ρΩ₋) + Tr(Ω₋Ω₊ρ) − Tr(Ω₋²ρ).

The middle two cancel by cyclic permutation. Since Ω² = D, comparison with dε/dt = −ikJ gives

J = (ħ/2V) Σ_q Tr[(D₊−D₋)ρ]/k → (ħ/2V) Σ_q Tr(∂D N),

where ∂D = ∂D/∂q_x and the arrow is the limit of small k. Differentiating D = Ω² gives ∂D = Ωv + vΩ, so

v_ss' = ⟨s|∂D|s'⟩/(ω_s+ω_s').

The flux does depend on the chosen energy density. Another way of assigning energy to places can change the weights of pairs with widely different frequencies.

**Q:** Put the pieces together, and keep the imaginary part in view.

**A:** N_eq carries no current, because its contribution is a sum of 2ω_s v_ss N_s, and v_ss is odd under q → −q. With the response n,

J = (ħ/2V) Σ_q Σ_ss' (ω_s+ω_s') v_s's n_ss'
= −(ħ/4V) ∂_xT Σ_q Σ_ss' (ω_s+ω_s')(F_s+F_s')|v_ss'|²/(γ+iΔ).

Here v_s's v_ss' = |v_ss'|² because v is Hermitian. Next,

1/(γ+iΔ) = (γ−iΔ)/(γ²+Δ²).

All other factors are unchanged when s and s' are exchanged, while Δ changes sign, so the imaginary parts cancel in pairs. Using ħF_s = C_s/ω_s and κ = −J/∂_xT,

κ = (1/V) Σ_q Σ_ss' [(ω_s+ω_s')/4](C_s/ω_s + C_s'/ω_s')|v_ss'|² γ/(Δ²+γ²).

For s = s' the prefactor is (2ω_s/4)(2C_s/ω_s) = C_s and the last factor is 1/Γ_s. This is the familiar population part, Σ C_s v_ss²/(VΓ_s). The terms s ≠ s' are the coherence part. Degenerate pairs are counted as population, since their modes can be mixed freely.

**Q:** Does your relaxation term create or destroy energy?

**A:** Not in this response. It changes the total energy at a rate proportional to Σ ω_sΓ_s n_ss. The factor n_ss is proportional to v_ss and odd in q, while ω_s and Γ_s are even, so the sum vanishes.

**Q:** I still distrust the gradient expansion. Is there a check that does not use v?

**A:** Impose T + δT exp(ikx) and solve the steady matrix equation at finite k:

−i(Ω₊ρ − ρΩ₋) = ½[Γ₊(ρ−ρ_eq) + (ρ−ρ_eq)Γ₋],
ρ_eq = ½δT(F₊+F₋).

The flux follows from D₊−D₋, and κ(k) = −J/(ikδT). For the model crystal described below, on a coarse 4×4×4 mesh, the extrapolation to k = 0 gives 2.13899 W/(m K), and the formula gives 2.13899 W/(m K). Halving k reduces the deviation by a factor of 4, as an error of order k² requires. This tests the algebra and the expansion. It does not test the assumed collision term.

**Q:** So the coherence term grows as the phonons become broader. Does it grow without limit?

**A:** No. For one pair at fixed temperature, velocity and spacing,

κ_pair = Aγ/(Δ²+γ²),
dκ_pair/dγ = A(Δ²−γ²)/(Δ²+γ²)².

It rises as Aγ/Δ² for γ ≪ |Δ|, reaches A/(2|Δ|) at γ = |Δ|, and falls as A/γ for γ ≫ |Δ|. In the first regime the two modes lose their relative phase only after many beats, and the beating averages the current nearly to zero. In the last regime damping cuts the response short. What keeps growing is the ratio to the value at zero spacing, A/γ. That ratio is γ²/(Δ²+γ²).

**Q:** Show me a case in which the population part cannot hide the effect.

**A:** Take a chain of alternating masses m₁ and m₂ with spacing a and springs K. Its dynamical matrix has diagonal elements 2K/m₁ and 2K/m₂, and off-diagonal element −2K cos(qa)/√(m₁m₂). At the zone boundary, q = π/(2a), the cosine vanishes, so

ω₁ = √(2K/m₁),  ω₂ = √(2K/m₂).

The diagonal elements of ∂D are zero, so neither mode has a group velocity. The off-diagonal element is 2Ka/√(m₁m₂) = aω₁ω₂, hence

v₁₂ = aω₁ω₂/(ω₁+ω₂).

For masses of 70 and 130 u, K = 24 N/m and a = 0.3 nm, the frequencies are 20.321 and 14.912 rad/ps. Then

v₁₂ = 0.3 nm × 20.321 × 14.912/(20.321 + 14.912) rad/ps = 2.58 nm/ps,

or 2580 m/s. All the conduction at this wavevector is coherence. With equal decay rates for both modes, a numerical search with the finite-k equation finds its maximum at 5.409 ps⁻¹, equal to the spacing of 5.409 rad/ps. At that point Γ/ω₂ = 5.409/14.912 = 0.36, so the peak already strains the picture of a well-defined phonon.

**Q:** You insisted on true atomic positions in the phases. Surely a phase convention cannot change a conductivity?

**A:** It changes this formula if q is differentiated carelessly. Phases built from R alone multiply a_b by exp(iq·τ_b). The new velocity, apart from the same change of basis, is v + i[τ,Ω], with τ the diagonal matrix of atomic x coordinates in the cell. The extra element is iτ_ss'(ω_s'−ω_s). It vanishes for s = s', so the population part is safe, but the coherence part then depends on which atoms are assigned to which cell.

With position phases, v depends only on differences of positions and has the full translation symmetry of the crystal. Doubling the cell therefore cannot couple modes that had different wavevectors in the smaller cell. On the same 4×4×4 set of wavevectors, position phases give a coherence part of 0.0368 W/(m K) for the original cell and for the doubled one. Lattice-vector phases give 0.0506 and 0.1039 W/(m K) for the same crystal.

**Q:** What does this amount to in something like a phase-change memory material?

**A:** Consider a model in the rough regime of cubic Ge-Sb-Te crystals. A cube with two sites along each edge, 0.3 nm apart, has four atoms of 130 u, two of 120 u, one of 70 u and one vacancy. Nearest neighbours are joined by springs of 24 N/m along the bond and 6 N/m across it. The three displacement directions do not mix, which is a simplification. The decay rate is

Γ = 1 ps⁻¹ × (T/300 K) × (ω/2π ÷ 3 THz)².

These are chosen parameters, not a first-principles calculation of a compound.

At 300 K the 16×16×16 mesh gives

κ = 2.140 + 0.041 = 2.181 W/(m K),

with population first and coherence second. These values are not fully converged: a 96×96×96 mesh raises the two parts by about 2% and 10% of their values. Coherence carries 0.041/2.181, or 1.9%, of the heat.

**Q:** That is tiny. Are the linewidths simply far below the spacings?

**A:** Not far below. The mean decay rate is 0.94 ps⁻¹, and the median spacing of adjacent bands within one displacement direction is 2.45 rad/ps. For one pair with those values,

γ²/(Δ²+γ²) = 0.94²/(2.45²+0.94²) = 0.13.

Comparable widths and spacings are therefore not sufficient for a large coherence share. The velocity elements matter too, and so does the population part, which gains from long-lived low-frequency modes because Γ ∝ ω². I have not separated these two causes. Close pairs do matter most: those with a spacing below three times their mean rate γ are 17% of all pairs and supply 65% of the coherence part (68% on a 96×96×96 mesh).

**Q:** Then broaden the lines and show me the turnover.

**A:** Multiply every Γ by a common factor, with the crystal and the temperature of 300 K held fixed:

factor 0.1: population 21.4, coherence 0.008 W/(m K)
factor 1: population 2.14, coherence 0.041 W/(m K)
factor 3: population 0.71, coherence 0.062 W/(m K)
factor 10: population 0.21, coherence 0.050 W/(m K)

These values are for the 16×16×16 mesh. Narrow lines need a finer one: a 96×96×96 mesh raises the coherence part by about 50% at factor 0.1, where it is still rising, by 10% at factor 1, by 3% at factor 3 and by 1% at factor 10. The rise is slower than linear because the crystal contains many spacings, and some pairs leave the linear regime early. On the 4×4×4 mesh the maximum lies near a factor of 4. The largest Γ/ω is 0.082 at factor 1 and 0.82 at factor 10, so the last row shows what the formula does where its assumptions are failing.

**Q:** Can temperature do the broadening?

**A:** In this model it can, since Γ ∝ T. From 200 to 500 K the population part falls from 3.19 to 1.29 W/(m K), while coherence rises from 0.031 to 0.054 W/(m K) on the 16×16×16 mesh, or from 0.036 to 0.057 W/(m K) on a 96×96×96 mesh. On either mesh the effective power of T between 300 and 500 K is −0.99 for the population part and −0.95 for the total. Coherence weakens the decay, but only slightly here.

**Q:** Real cubic Ge-Sb-Te is not an ordered crystal. How far does your number move?

**A:** Its lattice conductivity is roughly 0.5 W/(m K), so the ordered model is about four times too high. Real material has Ge, Sb and vacancies mixed on one sublattice. I put this disorder into two random cells of 216 sites, with the same springs and the same Γ(ω). The totals are 1.06 and 1.04 W/(m K), against 2.09 W/(m K) for the ordered crystal on an equivalent mesh. In these cells disorder roughly halves the result. Coherence rises to 0.28 W/(m K), about 27% of the total, although the linewidth law is unchanged. These numbers come from a 2×2×2 mesh of wavevectors and are good only to about 10%. On a 3×3×3 mesh the same two cells give totals of 0.95 and 0.89 W/(m K) with coherence shares of 31% and 32%, and on a 4×4×4 mesh the first gives 1.08 W/(m K) with a share of 25%. They are not converged with cell size either: random cells of 64 sites give totals from about 1.0 to 1.5 W/(m K), depending on arrangement and mesh, with coherence parts of about 0.16 to 0.28 W/(m K), and one cell of 512 sites gives 0.90 W/(m K) with a share of 32%. The arrangement matters too, since other cells of 216 sites give totals of about 0.9 to 1.1 W/(m K).

Thin layers matter as well. For heat crossing a 20 nm film of the ordered crystal, a mode travels L/2 on average before it meets a surface, which adds a rate of about 2|v_ss|/L. In this estimate the population part drops to about 1.0 W/(m K), and coherence becomes 0.044 W/(m K) on the 16×16×16 mesh (0.048 W/(m K) on a 96×96×96 mesh). Adding rates is itself approximate: a linear temperature profile between absorbing surfaces gives a population part of about 1.1 W/(m K). Electrons also conduct. At a rough 100 S/cm, which varies greatly with preparation, the Wiedemann-Franz law gives 0.07 W/(m K) for degenerate carriers, and about 0.04 W/(m K) for nondegenerate carriers scattered by acoustic phonons. Either is comparable with the coherence part of the ordered crystal. These estimates were made separately and should not be combined by multiplying them.

**Q:** What remains uncertain even if the crystal structure is right?

**A:** Collisions that refill modes have been omitted, and their size cannot be found without the anharmonic forces. The weight of distant pairs depends on how energy is assigned to places. As a measure of that sensitivity, multiplying each coherence term by the squared ratio of the arithmetic to the geometric mean frequency changes the coherence part of the ordered crystal by 1%. This is an indication, not a bound, and it was not evaluated for the random cells. The numerical output lists the remaining values.

Numbers as computed

```
INPUTS
site spacing: 0.3 nm
springs along/across bond: 24, 6 N/m
masses: 70, 120, 130 u
decay rate at 3 THz, 300 K: 1 1/ps
TESTS
velocity matrix, relative error: 1e-08
kappa by formula, 4x4x4 mesh: 2.13899 W/(m K)
kappa by temperature wave, k to 0: 2.13899 W/(m K)
error ratio when k is halved: 4
chain frequencies: 20.321, 14.912 rad/ps
chain off-diagonal velocity: 2580 m/s
chain spacing: 5.409 rad/ps
chain decay rate at largest coherence: 5.409 1/ps
coherence, position phases, cell/doubled: 0.0368, 0.0368 W/(m K)
coherence, lattice-vector phases, cell/doubled: 0.0506, 0.1039 W/(m K)
EXAMPLE AT 300 K
highest frequency: 4.617 THz
mean decay rate: 0.9419 1/ps
median adjacent-band spacing, one polarisation: 2.45 rad/ps
population part: 2.14 W/(m K)
coherence part: 0.04117 W/(m K)
total: 2.181 W/(m K)
shift, mesh 16 to 24, pop/coh: 0.80, 4.27 %
share of coherence from gaps below 3 mean rates: 65.1 %
share of such pairs among all pairs: 16.6 %
along z, pop/coh: 2.1405, 0.0411 W/(m K)
TEMPERATURE: K, pop, coh, total in W/(m K)
200  3.1890  0.0311  3.2202
300  2.1398  0.0412  2.1810
400  1.6085  0.0484  1.6570
500  1.2882  0.0536  1.3418
power of T, 300-500 K, pop/total: -0.993, -0.951
LINEWIDTH SCALE: factor, pop, coh in W/(m K), largest rate/frequency
0.1  21.3982  0.0076  0.008
0.3  7.1327  0.0178  0.024
1  2.1398  0.0412  0.082
3  0.7133  0.0615  0.245
10  0.2140  0.0504  0.817
factor at largest coherence, 4x4x4 mesh: 4.22
NEGLECTED EFFECTS AT 300 K
ordered, 6x6x6 mesh, pop/coh: 2.0538, 0.0397 W/(m K)
random cell 1, pop/coh/total: 0.7794, 0.2763, 1.0558 W/(m K)
random cell 2, pop/coh/total: 0.7586, 0.2798, 1.0384 W/(m K)
20 nm film, pop/coh: 1.0200, 0.0443 W/(m K)
electronic part at 100 S/cm: 0.0733 W/(m K)
coherence change, (arithmetic/geometric mean frequency)^2: 1.04 %
```
